Finite-Size Correction for Charging an Ion in a Periodic Solvent

**What goes wrong**

Take a model ion of charge e in a cavity of radius 2 Å, surrounded by a solvent of permittivity 80. Charging it in an unlimited solvent releases 343.0 kJ/mol. In a periodic cubic box of side 20 Å, the solvent's part of the charging free energy comes out as −247.1 kJ/mol, nearly 96 kJ/mol away from the wanted value. Adding the interaction of the ion with its own periodic images and with the neutralizing background gives −345.7 kJ/mol, which is still 2.7 kJ/mol too low. A Madelung term divided by the permittivity accounts for less than half of that remainder. The rest comes from the cavity and, to leading order, falls off as R²/L³. The notes below derive both terms and bound what is left over.

**Model and conventions**

The solvent is a linear dielectric continuum of relative permittivity ε. The ion is a point charge q at the centre of a spherical cavity of radius R, inside which the permittivity is 1. The cell is a cube of side L > 2R. Equations are in Gaussian form, ∇·D = 4πρ; for SI units replace q² by q²/(4πε₀). I write ε(r) for the local permittivity, which is 1 in the cavity and ε outside, so D = ε(r)E and E = −∇φ.

A periodic array of ions needs a neutralizing charge. It is a uniform background of density −q/L³, present everywhere, the cavity included. The boundary conditions are of the "tin-foil" kind: the mean electric field is zero, so φ is periodic. The constant in φ is fixed by giving φ zero mean over the cell.

Let the charge grow as λq, with λ from 0 to 1. Every potential is proportional to λ. The work done on the background is proportional to ∫φ dV, which is zero. The work done on the ion, without its own isolated vacuum self-energy, is

G = ∫₀¹ q λφ_reg(0) dλ = qφ_reg(0)/2,

where φ_reg = φ − q/r at full charge. This is a free energy because ε describes the solvent's reversible response at fixed temperature.

The same quantity can be written as a field energy. From ∇·(φD) = −E·D + 4πρφ, integrated over the cell, the left side vanishes because opposite faces cancel. Hence ½∫ρφ dV = (1/8π)∫D²/ε(r) dV. To keep this finite, spread the ion's charge over a shell of small radius a. Its isolated self-energy is q²/(2a), and

G = (1/8π)∫D²/ε(r) dV − q²/(2a), a → 0. (1)

**Stage 1: one ion, no periodicity**

With no images and no background, Gauss's law gives D = q/r² in both regions. Relative to vacuum, the energy density changes only outside the cavity, by the factor 1/ε − 1:

G_∞ = −(1−1/ε)(1/8π)∫_R^∞ (q²/r⁴)4πr² dr
= −(1−1/ε)q²/(2R). (2)

This is the Born energy. It vanishes for ε = 1, as it must, and tends to −q²/(2R) for a conducting surrounding.

**Stage 2: periodic ions, no solvent**

Let ψ be the zero-mean periodic potential of unit charges with their background. In the central cell

∇²ψ = −4π[δ(r) − 1/L³].

Subtract 1/r, which accounts for the delta function, and 2πr²/(3L³), whose Laplacian is 6·2π/(3L³) = 4π/L³. What remains has zero Laplacian near the ion. Its value at the origin has the dimension of an inverse length and is called ξ/L, so

ψ = 1/r + ξ/L + 2πr²/(3L³) + w(r), w(0) = 0. (3)

The function w is harmonic and has the symmetry of the cube. Inversion removes odd angular momenta l. For l = 2, reflections remove xy, yz and zx, and exchanging axes forces equal coefficients for x², y² and z²; a multiple of r² is harmonic only if it is zero. So w starts at l = 4 and grows as r⁴/L⁵.

The number ξ follows from an Ewald sum. Set L = 1, and surround each point charge by a Gaussian cloud of opposite charge, with potential −erf(ηr)/r. Charge plus cloud give erfc(ηr)/r, which is short-ranged. The added clouds are then compensated by a lattice of positive clouds, summed in Fourier space. The short-range sum has mean value 4π∫₀^∞ r erfc(ηr) dr = π/η², which is subtracted to keep ψ at zero mean. At the origin, removing 1/r from the central term leaves −erf(ηr)/r → −2η/√π. Thus

ξ = Σ_{n≠0} erfc(ηn)/n + 4πΣ_{k≠0} exp(−k²/4η²)/k² − 2η/√π − π/η²,

where n runs over the lengths of the integer vectors and k over those of 2π times the integer vectors. The result must not depend on η, and the numerical value is ξ = −2.8373.

The regularized potential at the ion is qξ/L, so in vacuum G_L = ξq²/(2L). It is negative, since the ion is attracted by the background around it, and it vanishes as L → ∞.

If solvent filled all space, including the place of the cavity, every potential would be divided by ε. The interaction with images and background would then be ξq²/(2εL). This is the Madelung term over ε, but it does not yet know that the solvent is missing near the ion.

**Stage 3: periodic ions with cavities**

Try the displacement field

D_t = −q∇ψ. (4)

It has the required divergence everywhere. Inside the cavity its spherical part is

D_s = q[1/r² − 4πr/(3L³)], directed radially. (5)

The second piece is the field of the background charge enclosed by the sphere of radius r, and it opposes the field of the ion.

Is (4) the true field? Dividing it by ε(r) must give an electric field with a continuous tangential component at r = R. The spherical part has no tangential component, so it passes. The part from w does not pass, and Stage 4 bounds the resulting error.

Let U_in and U_out be the integrals of D_t²/(8π) inside and outside the cavity. By Stage 2 their sum is the vacuum energy including the self-energy:

U_in + U_out = ξq²/(2L) + q²/(2a). (6)

In the solvent, U_out is divided by ε. From (1), the energy of the trial field is

G_t = U_in + U_out/ε − q²/(2a)
= ξq²/(2L) − (1−1/ε)U_out. (7)

The inside energy is elementary. Squaring (5) gives

D_s² = q²[1/r⁴ − 8π/(3L³r) + 16π²r²/(9L⁶)].

Multiply by 4πr²/(8π) = r²/2 and integrate from a to R; the part below a vanishes with a. The three integrals are

∫r⁻² dr = 1/a − 1/R,
(8π/3L³)∫r dr = 4πR²/(3L³),
(16π²/9L⁶)∫r⁴ dr = 16π²R⁵/(45L⁶).

Products of D_s with ∇w involve ∂w/∂r, whose average over each sphere is zero. The square of ∇w adds q²W, where

W = (1/8π)∫_inside |∇w|² dV.

Therefore

U_in = q²/(2a) − q²/(2R) − 2πq²R²/(3L³) + 8π²q²R⁵/(45L⁶) + q²W. (8)

Subtracting (8) from (6) gives

U_out = ξq²/(2L) + q²/(2R) + 2πq²R²/(3L³) − 8π²q²R⁵/(45L⁶) − q²W.

Put this into (7). The two terms in ξ combine as 1 − (1−1/ε) = 1/ε, so G_t = F + (1−1/ε)q²W, with

F = −(1−1/ε)q²/(2R) + ξq²/(2εL) − (1−1/ε)q²[2πR²/(3L³) − 8π²R⁵/(45L⁶)]. (9)

The R²/L³ term has a direct meaning. In the cavity the fields of ion and background oppose each other, so their overlap energy there is negative. The total is fixed by (6), so the energy outside is larger by the same amount. The solvent removes the fraction 1−1/ε of the outside energy, and this makes G_L more negative.

*Limit ε = 1.* Equation (9) reduces to ξq²/(2L), the result of Stage 2.

*Limit ε → ∞.* Here the answer can be found from the potential alone. The solvent is a conductor at one potential V, and inside the cavity

φ = V + q[1/r − 1/R + 2π(r² − R²)/(3L³)].

Zero mean over the cell requires VL³ plus the cavity integral of the remaining terms to vanish. Using

∫(1/r − 1/R) dV = 2πR² − 4πR²/3 = 2πR²/3,
∫(r² − R²) dV = 4πR⁵(1/5 − 1/3) = −8πR⁵/15,

one finds V = −q[2πR²/(3L³) − 16π²R⁵/(45L⁶)]. Then

φ_reg(0) = V − q/R − 2πqR²/(3L³)
= −q/R − 4πqR²/(3L³) + 16π²qR⁵/(45L⁶),

and qφ_reg(0)/2 agrees with (9). The Madelung term has gone, but the cavity term remains. In φ_reg(0), half of the R² part is the potential of the background inside the cavity, while the other half and the R⁵ part enter through V. This split depends on the choice of the constant in φ, but G does not, because the cell is neutral. With V = 0 instead, the missing pieces return as the work done on the background, −(q/2L³)∫φ dV = −πq²R²/(3L³) + 8π²q²R⁵/(45L⁶), and only the cavity contributes to that integral. In this limit the whole cavity term is therefore due to the background lying inside the cavity; a background confined to the conductor would leave G = −q²/(2R).

**Stage 4: how much is left out**

Let D and E be the true fields, and write the true energy as G_L = F + δ. The difference D_t − D has no divergence, and E is minus the gradient of a periodic potential, so ∫E·(D_t − D) dV = 0 by partial integration. Expanding the square of D_t = D + (D_t − D) then gives

G_t − G_L = (1/8π)∫|D_t − D|²/ε(r) dV ≥ 0. (10)

So δ ≤ (1−1/ε)q²W.

For a lower bound, take a continuous periodic trial potential φ_t. Outside the cavity it is (q/ε)ψ. Inside it is

(q/ε)ψ + q(1−1/ε)[1/r − 1/R + 2π(r² − R²)/(3L³)].

The bracket vanishes at r = R, which makes φ_t continuous. Let E_t = −∇φ_t, and split

D_t − ε(r)E_t = (D_t − D) + ε(r)(E − E_t).

In the integral of the square divided by ε(r), the cross term is 2∫(D_t − D)·(E − E_t) dV, which is zero for the same reason as before. The two remaining squares are not negative, so by (10)

G_t − G_L ≤ (1/8π)∫|D_t − ε(r)E_t|²/ε(r) dV.

Outside the cavity the integrand is zero. Inside, the spherical parts cancel, and the difference is −q∇w + (q/ε)∇w = −q(1−1/ε)∇w. The right side is therefore (1−1/ε)²q²W. Subtracting it from G_t and using (1−1/ε) − (1−1/ε)² = (1/ε)(1−1/ε) gives

(1/ε)(1−1/ε)q²W ≤ δ ≤ (1−1/ε)q²W. (11)

Since ∇w grows as r³/L⁵, its squared integral over the cavity scales as R⁹/L¹⁰ to leading order. Quadrature of the periodic field gives W ≈ 3.68 R⁹/L¹⁰. The terms kept in (9) are thus complete up to that order.

**The correction and its use**

The amount to add to the periodic result is G_∞ − G_L:

ΔG = −ξq²/(2εL) + (1−1/ε)q²[2πR²/(3L³) − 8π²R⁵/(45L⁶)] − δ. (12)

Because ξ is negative, the Madelung part is positive, and so is the leading cavity part. This applies when G_L includes the ion's interaction with its own images and background. If a simulation gives the solvent's part alone, first add ξq²/(2L).

The Madelung and R² terms are equal in size when |ξ|/(2εL) = (1−1/ε)2πR²/(3L³). Multiplying by 2εL³ and solving for L gives

L = R[4π(ε−1)/(3|ξ|)]^½. (13)

In smaller boxes, as far as L > 2R allows them, the R² term is the larger of these two. In a strongly polar solvent this length is many cavity radii, so the formally higher power of 1/L can dominate at practical sizes.

A finite-difference solution of the periodic dielectric problem, made without the fields derived above, tests the size-dependent terms of (9); the Born term cancels in the comparison. At equal grid spacing it compares two boxes, with R/L = 0.38 in the smaller. For ε = 1, 3 and 80 the energy differences agree with (9) within 0.1 %. For ε = 80, leaving out the R⁵ term raises the deviation to about 5 %.

**Worked example**

Take q = e, R = 2 Å, ε = 80 and L = 20 Å. The Coulomb constant is 1389.355 kJ/mol Å/e², and 1−1/ε = 0.9875. In kJ/mol:

Born: −1389.355 × 0.9875/(2 × 2) = −343.00
Madelung: −1389.355 × 2.8373/(2 × 80 × 20) = −1.232
R²: −1389.355 × 0.9875 × 2π × 2²/(3 × 20³) = −1.437
R⁵: +0.001

The sum of the unrounded terms is G_L = −345.66, and the correction is 1.232 + 1.437 − 0.001 = 2.67 kJ/mol, or 0.028 eV. By (11), the remainder is at most 2.5 × 10⁻⁷ kJ/mol within this model. The ion's self-lattice term is −98.55, which explains the solvent part of −247.11 quoted at the start.

Other boxes and a weaker solvent give, in kJ/mol:

ε = 80, L = 12 Å: Madelung −2.05, R² −6.65, correction 8.68
ε = 80, L = 40 Å: Madelung −0.62, R² −0.18, correction 0.80
ε = 4, L = 20 Å: Madelung −24.64, R² −1.09, correction 25.73

Equation (13) gives 21.6 Å for ε = 80, so the cavity term leads at 12 Å and, narrowly, at 20 Å, but not at 40 Å. For ε = 4 the length is 4.2 Å, barely above the cavity diameter, and the Madelung term leads in the box considered.

**Where the result stops**

The bound (11) measures the error within the continuum model, not the error of that model. A molecular solvent can respond nonlinearly close to the ion, and its molecules can produce a potential offset that contributes a term linear in q. Neither is contained in (12). The cavity radius is also a model parameter, and the leading cavity term depends on its square: a 5 % change in R changes that term by about 10 %. Mobile salt screens the ion and can supply the neutralizing charge itself, which changes the equation for the potential. Non-spherical cavities, cavities that touch or overlap, non-cubic cells and other boundary conditions need their own calculation. The position of the ion in the cell does not matter, because a periodic cell can be recentred on it.

Calculated quantities

```
lattice constant xi = -2.837297 (dimensionless)
change of xi with splitting parameter = 8.9e-16
Cavity field energy minus isolated-ion part, unit q^2/L:
 R/L=0.15: quadrature -0.04699051, formula -0.04699065, W 1.415e-07
 R/L=0.30: quadrature -0.18415935, formula -0.18423189, W 7.254e-05
power of R in W = 9.0019
W / (R^9/L^10) = 3.681 (dimensionless)
Grid test: boxes 32 and 64 spacings, R = 12.3 spacings
G(small box)-G(large box), unit q^2/L_small:
 eps=   1: grid -0.70909, formula -0.70932, deviation 0.03 %
 eps=   3: grid -0.40708, formula -0.40728, deviation 0.05 %
 eps=  80: grid -0.26215, formula -0.26193, deviation 0.08 %
 eps=80 without R^5 term: deviation 5.10 %
 eps=80, Madelung term only: -0.00887 q^2/L_small
Example: q = 1 e, R = 2.0 angstrom
Coulomb constant = 1389.355 kJ/mol angstrom/e^2
eps = 80, L = 12 angstrom, energies in kJ/mol:
  Madelung -2.0531, R^2 -6.6516, R^5 0.02580
  G_L -351.676, correction 8.6789, G_infinity -342.997
  ion self-lattice term -164.251, solvent part only -187.425
  upper bound on remainder 4.2e-05
eps = 80, L = 20 angstrom, energies in kJ/mol:
  Madelung -1.2319, R^2 -1.4367, R^5 0.00120
  G_L -345.664, correction 2.6674, G_infinity -342.997
  ion self-lattice term -98.550, solvent part only -247.114
  upper bound on remainder 2.5e-07
  correction converted = 0.02765 eV
eps = 80, L = 40 angstrom, energies in kJ/mol:
  Madelung -0.6159, R^2 -0.1796, R^5 0.00002
  G_L -343.792, correction 0.7955, G_infinity -342.997
  ion self-lattice term -49.275, solvent part only -294.517
  upper bound on remainder 2.5e-10
eps = 4, L = 20 angstrom, energies in kJ/mol:
  Madelung -24.6376, R^2 -1.0912, R^5 0.00091
  G_L -286.232, correction 25.7279, G_infinity -260.504
  ion self-lattice term -98.550, solvent part only -187.682
  upper bound on remainder 1.9e-07
L with equal Madelung and R^2 terms, eps=80: 21.60 angstrom
L with equal Madelung and R^2 terms, eps=4: 4.21 angstrom
```
